Tracing molecules through a short tube: transmission probability and its error

A tube 10 cm long and 10 cm wide joins a vacuum chamber to a pump. Of the gas molecules that enter it, a fraction 0.172 can fly straight through without touching the wall. Yet 0.514 of them come out at the far end. Two thirds of the transmitted molecules have therefore hit the wall at least once, and the wall has no preference for sending them forward. To account for the number 0.514, we follow one molecule by hand, then many by the same rules, and finally compare the count with an integral equation.

**The model**

The tube has radius R and length L = 2R. Its axis is z, with the entrance at z = 0 and the exit at z = L. The gas is so thin that molecules meet the wall but not one another. They fly in straight lines, do not stick, and leave the wall in a direction independent of the one in which they arrived. Each end opens into a large vessel, and a molecule that leaves the tube is not followed further.

The directions obey the cosine law. In a gas at rest, all directions of flight are equally likely. The number crossing a small area per unit time is proportional to the velocity component along its normal, hence to cosθ, where θ is measured from the normal. Since

∫ cosθ dΩ = 2π ∫₀^{π/2} cosθ sinθ dθ = π,

the normalized law for the solid angle dΩ is

dP = cosθ dΩ/π.

We use it at the entrance and at the wall. At the entrance it follows from the isotropic gas outside; at the wall it is an assumption about the surface. Speed does not enter the geometry, so the transmission probability W depends on L/R alone.

To draw an angle, integrate the law over azimuth and from 0 to θ:

P(angle below θ) = ∫₀^θ 2 cosθ′ sinθ′ dθ′ = sin²θ.

Setting this equal to a random number u₁, uniform between 0 and 1, gives

sinθ = √u₁, cosθ = √(1−u₁), φ = 2πu₂.

The entry points are uniform over the opening. The chance of a radius below r is r²/R², so r = R√u₀.

**One molecule by hand**

Take R = 5 cm and u₀ = u₁ = u₂ = 0.25. The entry radius is 5 × 0.5 = 2.5 cm, and we place the point on the x axis. The angles satisfy sinθ = 0.5, cosθ = 0.8660 and φ = 90°. The unit direction is therefore (0, 0.5, 0.8660).

Let p be the position and q the part of the unit direction in the cross-section. After a path t the molecule reaches the wall when |p + tq|² = R², or

q²t² + 2(p·q)t − (R²−p²) = 0.

For a start inside the tube the product of the roots is negative, so one root is positive:

t = [−p·q + √((p·q)² + q²(R²−p²))]/q².

Here p·q = 0, q² = 0.25 and R²−p² = 18.75 cm², so

t = √(0.25 × 18.75)/0.25 = 8.660 cm,
z = 8.660 × 0.8660 = 7.5 cm.

This is less than 10 cm, so the molecule hits the wall, at x = 2.5 cm and y = 4.330 cm.

At the hit, the inward normal is n = −p/R = (−0.5, −0.8660, 0). The tangent around the tube is e = (−0.8660, 0.5, 0), and the axial tangent is k = (0, 0, 1). The new direction is

u = cosθ n + sinθ cosφ e + sinθ sinφ k.

With u₁ = 0.36 and u₂ = 0.25 we have cosθ = 0.8, sinθ = 0.6 and φ = 90°, so u = (−0.4, −0.6928, 0.6).

For a start on the wall, p² = R² and p·q = −R cosθ. The root t = 0 is the starting point, and the other is

t = 2R cosθ/q² = 2 × 5 × 0.8/0.64 = 12.5 cm.

If the wall continued, the next hit would be at z = 7.5 + 12.5 × 0.6 = 15 cm. This lies beyond the exit. A straight segment between two points of the extended cylinder stays inside it, so the molecule crosses the exit plane within the opening. It does so after (10−7.5)/0.6 = 4.17 cm. We record one transmission, one wall hit and a path of 8.66 + 4.17 = 12.83 cm.

**The algorithm**

1. Draw the entry radius and direction. By symmetry, the azimuth of the entry point may be fixed or random.
2. Compute t and the proposed height z + t u_z.
3. If the height is at least L, count a transmission and stop. If it is at most 0, count a return and stop.
4. Otherwise move to the wall, draw a new direction about the inward normal, and go to step 2.
5. After N molecules, of which M were transmitted, estimate W by Ŵ = M/N.

For the error bar, assign each molecule a score X, equal to 1 if it is transmitted and 0 if not. Since X² = X,

Var X = ⟨X²⟩ − ⟨X⟩² = W − W² = W(1−W).

The molecules are independent, so the variance of the mean is smaller by a factor N. The standard error is

σ = √(W(1−W)/N),

where Ŵ replaces W in practice. Successive flights of one molecule are correlated, but each molecule supplies one score, so this does not affect the formula.

With N = 4,000,000 the count gives Ŵ = 0.51415, and

σ = √(0.51415 × 0.48585/4,000,000) = 0.00025.

The result is W = 0.51415 ± 0.00025, one standard error. The run consisted of 200 batches of 20,000 molecules. The scatter among the batches gives 0.00026 for the same error. An interval of ±1.96 standard errors should contain W in about 95% of batches; it did so in 94.0%. An error of 0.001 would need about 250,000 molecules, and halving an error costs four times as many.

**The direct flights**

A statistical error bar does not reveal a wrong sampling rule, so W needs a second calculation. It begins with the fraction F that flies straight through.

Consider a sphere of radius ρ whose inner surface emits by the cosine law. A chord of length c makes the same angle θ with the normal at both ends, and c = 2ρ cosθ. A receiving area dA subtends dΩ = cosθ dA/c², so

dP = cosθ dΩ/π = cos²θ dA/(πc²) = dA/(4πρ²).

The molecules land uniformly over the sphere, wherever they started.

Place both end discs of the tube on such a sphere, centred midway between them. Then ρ² = R² + L²/4. Each disc cuts off a cap of height h = ρ − L/2 and area 2πρh. Let every unit area of the sphere emit one molecule per unit time. Cap 1 sends to cap 2 the number

2πρh × 2πρh/(4πρ²) = πh².

Each of these flights crosses both discs, and each flight through both discs in this direction joins the caps. Uniform cosine emission fills the sphere with an isotropic gas, because the intensity is constant along a straight flight. The flow into the tube through disc 1 is thus πR² and follows the cosine law. Hence

F(L) = πh²/(πR²) = (ρ−L/2)²/R².

For R = 5 cm and L = 10 cm, ρ = 7.071 cm and h = 2.071 cm, so F = 0.1716. Direct integration over the two discs gives the same value, and the traced fraction is 0.17159 ± 0.00019.

**From direct flights to all flights**

Write s = √(x²+4R²), so that F(x) = (s−x)²/(4R²). This is the chance that an entering molecule reaches distance x without a wall hit. Its loss per unit length is the density g of first hits. With ds/dx = x/s,

g(x) = −dF/dx = (s−x)²/(2R²s) = (x²+2R²)/(R²s) − x/R²,

where the last step uses (s−x)² = 2x²+4R²−2sx.

Let f(x) be the chance that a molecule leaving the wall flies directly out of an end at distance x. In equilibrium every straight line is flown equally often in both directions. For a ring of width dx and equal flux on all surfaces,

πR² g dx = 2πR dx f,

f(x) = R g/2 = (x²+2R²)/(2Rs) − x/(2R).

At x = 0 this is 1/2: a molecule leaving the wall at the very edge goes outward half the time.

The decrease of f with distance gives the density K of the next wall hit on one side. Since

d/dx[(x²+2R²)/s] = 2x/s − x(x²+2R²)/s³ = x(x²+6R²)/s³,

we obtain

K(x) = −df/dx = [1 − x(x²+6R²)/s³]/(2R).

Now let w(z) be the chance that a molecule which has just hit the wall at z eventually leaves by the far end. It either goes there directly or hits the wall again at some z′:

w(z) = f(L−z) + ∫₀ᴸ K(|z−z′|) w(z′) dz′.

An entering molecule flies through or makes a first hit, so

W = F(L) + ∫₀ᴸ g(z) w(z) dz.

For a numerical solution, the integral becomes a sum over Gauss–Legendre nodes z_j with weights a_j. The kernel has a cusp at z′ = z, which slows convergence. We therefore subtract w(z) under the integral and add it back, using the exact chance m(z) = 1−f(z)−f(L−z) of another wall hit:

w_i = f(L−z_i) + Σ_j a_j K(|z_i−z_j|)(w_j−w_i) + m(z_i)w_i.

These linear equations give W = 0.5142305 with both 200 and 400 nodes. The traced value lies 0.31 standard errors below it.

**Why the answer is 0.514**

Subtracting the direct part leaves 0.51423 − 0.17157 = 0.34266. The fraction that hits the wall is 1 − 0.1716 = 0.8284. The mean forward chance after a first hit is then 0.34266/0.8284 = 0.4136, and

W = 0.1716 + 0.8284 × 0.4136 = 0.514.

The chance is below one half because first hits favour the entrance half of the tube. To show this, differentiate K:

dK/dx = −(1/2R)[(3x²+6R²)/s³ − 3x²(x²+6R²)/s⁵] = −12R³/s⁵.

Thus K decreases, and since it tends to zero at large x, it is positive. Then f and g = 2f/R decrease too, and more first hits fall in the first half.

It remains to show that w < 1/2 there. Put v = w − 1/2. Subtracting half of the identity 1 = f(z) + f(L−z) + ∫K dz′ from the equation for w gives

v(z) = [f(L−z)−f(z)]/2 + ∫₀ᴸ K(|z−z′|)v(z′)dz′.

Reflection about the middle exchanges the two exits, so v(L−z) = −v(z). For z in the exit half, the source term is positive. Folding the integral onto that half leaves the kernel K(|z−z′|) − K(|z−L+z′|), also positive because z′ is nearer to z than its mirror point is. Iterating from v = 0 therefore builds up a positive v in the exit half and a negative v in the entrance half.

Numerically, w is 0.2424 at the node nearest the entrance and 0.7576 at the node nearest the exit. The two add to 1, as the reflection requires.

**Short and long tubes**

For L much smaller than R, F ≈ 1−L/R. A molecule on the wall has nearly equal chances of leaving by either end, so w ≈ 1/2 and

W ≈ 1 − L/R + L/(2R) = 1 − L/(2R).

For L much larger than R, the wall flux Φ falls nearly linearly from its entrance value Φ₀ to zero. Jumps of length x carry a net flow across a plane proportional to

∫_{z−x}^{z}Φ dz′ − ∫_{z}^{z+x}Φ dz′ = x²Φ₀/L.

Multiplying by the circumference and K(x), then integrating over x, gives the flow 2πR(Φ₀/L)∫₀^∞ x²K dx. Integration by parts yields

∫₀^∞ x²K dx = ∫₀^∞ (x³/3)(12R³/s⁵)dx = 4R³ × 1/(3R) = 4R²/3.

Here ∫₀^∞ x³/s⁵ dx = 1/(3R), as the substitution y = x² shows. In a long tube nearly every entering molecule returns, so the gas at the entrance is close to equilibrium and the entering flux is close to Φ₀. Dividing the flow by the entering flow πR²Φ₀ gives

W ≈ 8R/(3L).

The approach to this limit is slow: at L = 20R the formula is still about 22% too high. At L = 2R the short-tube formula gives 0 and the long-tube formula 1.33. Neither is usable here, which is why the full calculation is needed.

**Two checks that do not use W**

Feed both ends with the same flux Φ. The tube is then in equilibrium, and its wall receives Φ as well. Dividing wall hits by entries gives the mean number of hits per molecule:

2πRLΦ/(2πR²Φ) = L/R = 2.

For density n and a single speed v, the molecules together cover a path nvπR²L per unit time. Averaging v cosθ over an isotropic gas gives Φ = nv/4. The mean path per entry is

nvπR²L/(2πR² × nv/4) = 2L = 20 cm.

By mirror symmetry, both results also hold for entry from one end. The tracer gives 2.0001 ± 0.0010 hits and 19.999 ± 0.008 cm.

The sampling rule matters. If entry directions are drawn uniformly in solid angle, with the wall law unchanged, W becomes 0.4248 ± 0.0004. The fraction of directions within θ of the axis is then 1−cosθ, less than the cosine-law value sin²θ = (1−cosθ)(1+cosθ), so fewer molecules set out in directions close to that of the axis. If only the wall law is changed in this way, W becomes 0.5201 ± 0.0005. That shift is just 0.006, but the error bar resolves it.

**A pumping port**

Let the tube connect a high-vacuum chamber holding oxygen to its pump. The round parameters are a molecular mass of 32 u, 300 K and an upstream pressure of 10⁻⁶ Torr. The mean speed is

v̄ = √(8kT/(πm)) = 445.5 m/s.

An opening of area A passes the volume Av̄/4 per unit time. With A = 78.54 cm² and 1 cm² m/s = 0.1 L/s, this is 875 L/s. The tube conductance is

C = WAv̄/4 = 0.5142 × 875 = 450 L/s.

The statistical error of the traced value is 0.2 L/s. Into a perfect vacuum the throughput is Cp = 4.5 × 10⁻⁴ Torr L/s.

A real pump returns some gas. If it has speed S and the space before it acts as a large vessel at pressure p₂ and the same temperature, then C(p−p₂) = Sp₂. The effective speed at the chamber is Sp₂/p = CS/(C+S). With such a vessel between tube and pump, a 450 L/s pump would thus act as a 225 L/s pump. For a pump bolted directly to a tube of the same bore, the formula gives too low a speed, because S already includes the resistance of an opening out of a large vessel, and here there is no such opening.

The other assumptions can be sized in turn, with the geometry held fixed:

- Gas collisions. For a rough molecular diameter of 0.35 nm, the mean free path is about 5700 cm. A mean path of 20 cm gives about 0.0035 collisions per entering molecule at upstream density. The estimate grows in proportion to pressure and reaches 1 near 3 × 10⁻⁴ Torr, so the model fails for this tube in an atomic-layer deposition reactor working near 1 Torr.

- Sticking. If each hit removes a molecule with probability s, the right side of the equation for w is multiplied by 1−s. For s = 1%, W falls to 0.505, a relative change of −1.7%. For s = 10%, the equation gives 0.4355 and the tracer 0.4356 ± 0.0005. If every hit sticks, only F = 0.172 remains. That is the appropriate limit for a metal vapour if it condenses at first contact with a cold wall.

- Mirror reflection. If 10% of hits are specular, W rises to 0.5478 ± 0.0005, or by 6.5%. Every molecule enters moving forward, and a specular hit preserves its axial velocity, so a specular first hit sends it on toward the exit. With purely specular walls W would be 1.

- The finite chamber. In a spherical chamber 50 cm in diameter, the port removes about 0.5% of the flux reaching the chamber surface. This small loss does not by itself guarantee the cosine law at the entrance: a gas inlet aimed at the port would send in a beam, and W would no longer apply.

The sticking and specular fractions are trial values, not measured properties of a chamber wall. With these values, 10% sticking lowers WAv̄/4 from 450 to about 381 L/s, and 10% specular reflection raises it to about 479 L/s. Each change is over a hundred times the 0.2 L/s statistical error of the main run. More molecules would sharpen the answer to the stated model, but a better conductance for a real port requires knowledge of its surface, its shape and its pump. The numerical output below gives the remaining digits.

Values computed for the example and the checks

```
tube radius = 5.0 cm
tube length = 10.0 cm
hand flight 1: entry radius = 2.500 cm
hand flight 1: direction x, y, z = 0.0000, 0.5000, 0.8660
hand flight 1: path = 8.6603 cm
hand flight 1: wall hit at z = 7.5000 cm
hand flight 2: direction x, y, z = -0.4000, -0.6928, 0.6000
hand flight 2: path to extended wall = 12.5000 cm
hand flight 2: extended hit at z = 15.0000 cm
direct fraction F, formula = 0.171573
direct fraction F, surface integral = 0.171573
direct fraction, traced = 0.17159 +/- 0.00019
W, integral equation, 200 nodes = 0.5142305
W, integral equation, 400 nodes = 0.5142305
w at first node (near entrance) = 0.2424
w at last node (near exit) = 0.7576
molecules traced = 4000000
W, traced = 0.51415 +/- 0.00025 (one standard error)
traced minus reference = -0.31 standard errors
standard error from batch scatter = 0.00026
number of batches = 200, molecules per batch = 20000
batches whose 95% interval holds W = 94.0 %
molecules for standard error 0.001 = 249797
mean wall hits, traced = 2.0001 +/- 0.0010
mean wall hits, exact = 2.0000
mean path, traced = 19.999 +/- 0.008 cm
mean path, exact = 20.000 cm
W, uniform solid angle at entry = 0.4248 +/- 0.0004
W, uniform solid angle at wall = 0.5201 +/- 0.0005
W, 10% sticking, integral equation = 0.43554
W, 10% sticking, traced = 0.4356 +/- 0.0005
W, 1% sticking, integral equation = 0.50527
relative change from 1% sticking = -1.74 %
W, 10% specular, traced = 0.5478 +/- 0.0005
relative change from 10% specular = 6.5 %
gas temperature = 300 K, molecular mass = 32 u
upstream pressure = 1.0e-06 Torr
mean speed = 445.5 m/s
opening area = 78.54 cm2
conductance of bare opening = 874.8 L/s
conductance of tube = 449.8 L/s
traced conductance = 449.8 +/- 0.2 L/s
throughput into vacuum = 4.498e-04 Torr L/s
rough molecular diameter = 0.35 nm
mean free path = 5708 cm
gas collisions per passage, estimate = 0.0035
chamber diameter = 50 cm
share of chamber wall flux drained = 0.51 %
```
